# Whittaker Tail and Hartree Normalisation at Integer and Noninteger Effective Quantum Number

## A small discrepancy at $\nu=3/2$

Take the decaying solution of the hydrogen radial equation with $l=0$ at effective quantum number $\nu=1.5$, scaled so that its leading tail is $(2r/\nu)^\nu e^{-r/\nu}$ with $r$ in bohr. Square it and integrate over the half-axis. The result is 2.6384 bohr. Hartree's expression $\nu^2\Gamma(\nu+l+1)\Gamma(\nu-l)$ gives 2.6507 bohr. The ratio is 0.99535. At $n=1,\ l=0$, at $n=3,\ l=1$ and at $n=4,\ l=2$, the same ratio is 1 to ten decimals. Why is a formula that is exact at integers so nearly right between them, and what is missing?

Atomic units are used, with nuclear charge 1 and infinite nuclear mass. With $E=-1/(2\nu^2)$ and $\nu>0$, the function $u=r\times$(radial function) obeys

$$u''+\left[\frac2r-\frac{l(l+1)}{r^2}-\frac1{\nu^2}\right]u=0. \tag{1}$$

Put $x=2r/\nu$. The decaying solution is $w(r)=W_{\nu,l+1/2}(x)$, scaled so that its leading tail is $x^\nu e^{-x/2}$. Define

$$H=\nu^2\,\Gamma(\nu+l+1)\,\Gamma(\nu-l),\qquad \nu>l .$$

The simplest check is $\nu=1,\ l=0$: $w=2re^{-r}$, $\int_0^\infty 4r^2e^{-2r}dr=1$, and $H=1$.

## The tail

In the variable $x$, (1) becomes $W''+[-\frac14+\nu/x-l(l+1)/x^2]W=0$. Write $W=e^{-x/2}x^{l+1}U$. Then

$$\frac{W''}{e^{-x/2}x^{l+1}}=U''+\left(\frac{2l+2}{x}-1\right)U'+\left(\frac{l(l+1)}{x^2}-\frac{l+1}{x}+\frac14\right)U .$$

The terms in $1/x^2$ and $\frac14$ cancel. With $a=l+1-\nu$ and $b=2l+2$, multiplication by $x$ gives

$$xU''+(b-x)U'-aU=0. \tag{2}$$

Try $U\propto\int e^{-xt}t^{a-1}(1+t)^{b-a-1}dt$. Each derivative brings down $-t$, so the left side of (2) has the integrand

$$e^{-xt}t^{a-1}(1+t)^{b-a-1}[xt(1+t)-bt-a]=-\frac{d}{dt}\left[e^{-xt}t^a(1+t)^{b-a}\right].$$

The integral of this vanishes on a path with both ends at $t=+\infty$. Let the path come in above the positive axis, where $\arg t=0$, circle $t=0$ counterclockwise without enclosing $t=-1$, and go out below the axis, where $\arg t=2\pi$. Since $a-1=l-\nu$ and $b-a-1=l+\nu$, define

$$U=\frac{\Gamma(\nu-l)e^{-i\pi a}}{2\pi i}\int_{\infty}^{(0+)}e^{-xt}t^{l-\nu}(1+t)^{l+\nu}dt . \tag{3}$$

To fix the scale we need the loop integral of a pure power. For $c>0$ the loop can be collapsed onto the axis:

$$\int_\infty^{(0+)}e^{-xt}t^{c-1}dt=(e^{2\pi ic}-1)\Gamma(c)x^{-c}=\frac{2\pi i\,e^{i\pi c}}{\Gamma(1-c)}x^{-c}.$$

The last step uses $\Gamma(c)\Gamma(1-c)=\pi/\sin\pi c$. Both ends are entire in $c$, so the equality holds for all $c$.

At large $x$ the loop may be drawn at distance of order $1/x$ from the origin. Expand $(1+t)^{l+\nu}$ in powers of $t$ there. A remainder of order $t^S$ contributes at relative order $x^{-S}$, and the part with $|t|$ of order one is exponentially small. Using $c=a+s$ term by term,

$$U\sim x^{-a}\sum_s\frac{a_s}{x^s},\qquad a_s=(-1)^s\binom{l+\nu}{s}\frac{\Gamma(\nu-l)}{\Gamma(\nu-l-s)},$$

$$\frac{a_{s+1}}{a_s}=\frac{(l+1-\nu+s)(l+\nu-s)}{s+1},\qquad a_0=1. \tag{4}$$

Since $x^{l+1-a}=x^\nu$ and $1/x=\nu/(2r)$,

$$w=\left(\frac{2r}{\nu}\right)^{\nu}e^{-r/\nu}\left[1+\frac{\nu[l(l+1)-\nu(\nu-1)]}{2r}+O(r^{-2})\right]. \tag{5}$$

This is the tail $r^\nu e^{-r/\nu}$ with its constant. At integer $\nu=n>l$ the series terminates at $s=n-l-1$, and $w$ is a polynomial times $e^{-r/n}$. At noninteger $\nu$ the ratio (4) behaves as $-s$ for large $s$, so the series diverges and must be cut off.

For $\nu=2.3$ and $l=1$ the first coefficient is $1.15\,(2-2.99)=-1.1385$ bohr. At 10 bohr the true ratio of $w$ to its leading tail is 0.8747, against 0.8862 with one correction. At 80 bohr the two are 0.98560 and 0.98577. The second coefficient from (4) accounts for that last difference within the tested tolerance of 2%.

For large $\nu$ at fixed $l$, so that $l\ll\nu$, the first correction is about $-\nu^3/(2r)$. The bare tail then needs $r\gg\nu^3/2$, which is much farther out than the classical turning point near $2\nu^2$. For $l$ close to $\nu-1$ the factor $l(l+1)-\nu(\nu-1)=(l+1-\nu)(l+\nu)$ is small and the bare tail is reached much earlier; at $\nu=l+1$ it is exact.

## A norm from an energy derivative

Write the radial equation as $u''=(Q-2E)u$ with $Q(r)$ independent of energy. A subscript $E$ denotes $\partial/\partial E$ at fixed $r$. Differentiation gives $u_E''=(Q-2E)u_E-2u$, so

$$(u'u_E-uu_E')'=u''u_E-uu_E''=2u^2 . \tag{6}$$

Both $w$ and $w_E$ vanish at infinity. Hence

$$\int_{r_0}^\infty w^2dr=\tfrac12\left(w\,w_E'-w'w_E\right)_{r_0}. \tag{7}$$

A norm now needs only $w$, its slope and the energy derivatives of both at one point. For $l=0$ that point can be moved to the origin as a limit.

## The case $l=0$ on the whole axis

Here $a=1-\nu$ and $b=2$. Treat $a$ and $x$ as independent for the moment. For $a>0$ the loop collapses to

$$U=\frac1{\Gamma(a)}\int_0^\infty e^{-xt}\left(\frac t{1+t}\right)^{a-1}dt .$$

At large $t$ the power is $1-(a-1)/(1+t)+O(t^{-2})$. Separate these two terms. As $x\to0$, $\int_0^\infty e^{-xt}dt/(1+t)=-\ln x-\gamma+o(1)$, with $\gamma$ Euler's constant, so

$$\Gamma(a)U=\frac1x+(a-1)(\ln x+\gamma)+J+o(1).$$

With $s=t/(1+t)$ and $dt=ds/(1-s)^2$, the remainder is

$$J=\int_0^1\frac{g(s)}{(1-s)^2}ds,\qquad g=s^{a-1}-1+(a-1)(1-s).$$

Take $a>1$ and integrate by parts. The boundary term vanishes at $s=1$, where $g=O((1-s)^2)$, and $g(0)=a-2$:

$$J=2-a+(a-1)\int_0^1\frac{1-s^{a-2}}{1-s}ds=2-a+(a-1)[\psi(a-1)+\gamma].$$

Here $\psi=\Gamma'/\Gamma$. Since $\psi(a-1)=\psi(a)-1/(a-1)$, this is $J=(a-1)[\psi(a)+\gamma-1]$. The coefficients of the small-$x$ expansion are analytic in $a$ after multiplication by $1/\Gamma(a)$, so the result continues to $a=1-\nu$ with $\nu>0$.

Now $(a-1)x=-\nu x=-2r$, and $e^{-x/2}$ contributes $-r/\nu$. Therefore

$$w=\frac1{\Gamma(1-\nu)}\left[1-2r\ln r+\beta r+\dots\right],$$

$$\beta=-2\left[\ln\frac2\nu+\psi(1-\nu)+2\gamma-1\right]-\frac1\nu .$$

At noninteger $\nu$, $w(0)\neq0$: this is not a hydrogen eigenfunction, but its square is integrable. In (7) the energy derivative of the prefactor cancels, and $r_0\to0$ leaves $\frac12\beta_E/\Gamma(1-\nu)^2$. From $dE/d\nu=\nu^{-3}$ we have $\beta_E=\nu^3d\beta/d\nu$, so

$$\int_0^\infty w^2dr=\frac{\nu^3}{\Gamma(1-\nu)^2}\left[\psi'(1-\nu)+\frac1\nu+\frac1{2\nu^2}\right].$$

For $l=0$, $H=\nu^2\Gamma(\nu+1)\Gamma(\nu)=\nu^3\Gamma(\nu)^2$. Divide, and use $1/[\Gamma(\nu)\Gamma(1-\nu)]=\sin(\pi\nu)/\pi$ and $\psi'(1-\nu)+\psi'(\nu)=\pi^2/\sin^2\pi\nu$:

$$\frac1H\int_0^\infty w^2dr=1+\frac{\sin^2\pi\nu}{\pi^2}\left[\frac1\nu+\frac1{2\nu^2}-\psi'(\nu)\right]. \tag{8}$$

At an integer the sine vanishes and the ratio is 1. At $\nu=3/2$, $\psi'(3/2)=\pi^2/2-4$, so (8) is $\frac12+44/(9\pi^2)=0.99535$, the opening number.

For large $\nu$, $\psi'(\nu)=1/\nu+1/(2\nu^2)+1/(6\nu^3)+\dots$. The first two terms cancel, leaving

$$\frac1H\int_0^\infty w^2dr\approx1-\frac{\sin^2\pi\nu}{6\pi^2\nu^3}. \tag{9}$$

That cancellation is why Hartree's expression does so well here. It does not help at small $\nu$: at $\nu=1/2$, where $\psi'(1/2)=\pi^2/2$, (8) gives $\frac12+4/\pi^2=0.905$. At $\nu=6.5$ direct integration gives 0.99993880 and (9) gives 0.99993851.

## Why $l\ge1$ needs a core

The regular solution of (1) is

$$M=e^{-x/2}x^{l+1}\sum_{k\ge0}\frac{(a)_k}{(b)_k\,k!}x^k,\qquad (a)_k=a(a+1)\cdots(a+k-1).$$

For noninteger $\nu$ and large $k$, $(a)_k/(b)_k\approx k^{a-b}\Gamma(b)/\Gamma(a)$. The weights $x^k/k!$ are concentrated around $k=x$, with relative width $x^{-1/2}$. The sum therefore grows as $x^{a-b}e^x\Gamma(b)/\Gamma(a)$, and

$$M\sim\frac{(2l+1)!}{\Gamma(l+1-\nu)}x^{-\nu}e^{x/2}.$$

A Wronskian of two solutions is constant because (1) has no first-derivative term. At large $x$, $W'/W\to-\frac12$ and $M'/M\to\frac12$, so in the variable $x$

$$MW'-M'W=-\frac{(2l+1)!}{\Gamma(l+1-\nu)}. \tag{10}$$

Continuity in $\nu$ extends this to integers. For $l\ge1$, set $W\approx Cx^{-l}$ near the origin, where $M\approx x^{l+1}$. The left side is $-lC-(l+1)C=-(2l+1)C$, hence

$$W\approx\frac{(2l)!}{\Gamma(l+1-\nu)}x^{-l}.$$

At noninteger $\nu$ the integral of $w^2$ diverges at the origin for every $l\ge1$. A statement about its norm needs something to replace the inner part.

Let a fixed, energy-independent potential, no more singular than $1/r$, act for $r<r_0$, with $-1/r$ outside. Let $\phi$ be the regular solution, started as $r^{l+1}$. Equation (6) gives

$$\int_0^{r_0}\phi^2dr=\tfrac12(\phi'\phi_E-\phi\phi_E')_{r_0}.$$

At a bound energy scale $\phi$ by a constant so that it joins $w$ in value and slope. Adding (7), the full norm is

$$N=\tfrac12\left[\phi'(\phi_E-w_E)-\phi(\phi_E'-w_E')\right]_{r_0}.$$

Now consider $D=\phi w'-\phi'w$ at $r_0$. Its derivative is $D_E=\phi_Ew'+\phi w_E'-\phi_E'w-\phi'w_E$. Put $w=\phi$ and $w'=\phi'$ in the undifferentiated factors; the result is the same bracket. Thus

$$N=\tfrac12\,\frac{dD}{dE}. \tag{11}$$

An energy-dependent rescaling of $\phi$ or $w$ adds only terms proportional to $D=0$, so only the scale at the bound energy matters.

## The quantum defect and the general norm

At integer $\nu=n>l$ the right side of (10) vanishes, so $W$ is proportional to $M$. Both are terminating polynomials times $e^{-x/2}$. The highest coefficient in $M$ is $(-1)^{n-l-1}(2l+1)!/(n+l)!$, while that of $W$ is 1. Define for all $\nu>l$

$$F=(-1)^{l+1}\frac{\Gamma(\nu+l+1)}{(2l+1)!}M .$$

Then $w=(-1)^nF$ at integer $\nu$. Changing from $x$ to $r$ multiplies (10) by $2/\nu$, so in $r$

$$Fw'-F'w=\frac2\nu\frac{(-1)^l\Gamma(\nu+l+1)}{\Gamma(l+1-\nu)}.$$

Reflection gives $1/\Gamma(l+1-\nu)=(-1)^l\Gamma(\nu-l)\sin(\pi\nu)/\pi$. The two signs cancel:

$$Fw'-F'w=\omega\sin\pi\nu,\qquad \omega=\frac{2\Gamma(\nu+l+1)\Gamma(\nu-l)}{\pi\nu}. \tag{12}$$

Define a second Coulomb solution $G$ by $w=\cos(\pi\nu)F+\sin(\pi\nu)G$. It stays finite at integers because $w-\cos(\pi\nu)F$ vanishes there too. Equation (12) then says $FG'-F'G=\omega$. Outside the core the regular solution is some combination of $F$ and $G$, which defines $\mu(E)$ modulo 1:

$$\phi=\kappa\left[\cos(\pi\mu)F-\sin(\pi\mu)G\right].$$

Its Wronskian with $w$ is

$$D=\kappa\omega[\cos\pi\mu\sin\pi\nu+\sin\pi\mu\cos\pi\nu]=\kappa\omega\sin\pi(\nu+\mu).$$

Bound states have $\nu+\mu=m$, an integer. There $\phi=\kappa(-1)^mw$, so joining requires $\kappa=(-1)^m$. In $dD/dE$ only the derivative of the sine survives. It supplies $\pi(-1)^m$, and the two signs cancel:

$$\frac{dD}{dE}=\pi\omega\,\frac{d\nu}{dE}\left(1+\frac{d\mu}{d\nu}\right)=\pi\omega\nu^3\left(1+\frac{d\mu}{d\nu}\right).$$

Half of $\pi\omega\nu^3$ is $\nu^2\Gamma(\nu+l+1)\Gamma(\nu-l)$. Equation (11) becomes

$$N=H\left(1+\frac{d\mu}{d\nu}\right). \tag{13}$$

The normalised bound state therefore has the tail

$$u\to\frac{(2/\nu)^\nu}{\sqrt{H(1+d\mu/d\nu)}}\,r^\nu e^{-r/\nu}.$$

**Limit of no core.** Then $\phi\propto F$ at every energy, $\sin\pi\mu=0$ throughout, and the slope is zero. So $N=H$ at $\nu=n$, which proves Hartree's normalisation for hydrogen.

**Limit of a weak core.** Let the extra potential be attractive, $-\lambda v(r)$ with $v\ge0$ and small $\lambda>0$. Take the branch of $\mu$ that vanishes with $\lambda$. Then $E=-1/[2(n-\mu)^2]\approx-1/(2n^2)-\mu/n^3$, and first-order perturbation theory gives $\mu=\lambda n^3\langle v\rangle$. The normalised hydrogen density near the origin is, from $F^2/H$,

$$u^2\approx\frac{2^{2l+2}r^{2l+2}}{[(2l+1)!]^2}\,\frac{(n+l)!}{(n-l-1)!\,n^{2l+4}}=\frac{2^{2l+2}r^{2l+2}}{[(2l+1)!]^2}\,\frac1{n^3}\prod_{p=1}^{l}\left(1-\frac{p^2}{n^2}\right).$$

The factor $n^3$ cancels. For a weak core of very small radius, $\mu$ is therefore proportional to the product over $p$. For $l\ge1$ it tends to a constant at large $n$, with a leading correction in $1/n^2$, that is, linear in $E$. For $l=1$ it varies as $1-1/n^2$ and rises with $n$, so $d\mu/d\nu>0$ and $N>H$ in that limit.

More generally $d\mu/d\nu=\nu^{-3}d\mu/dE$. If $d\mu/dE$ stays finite near threshold, leaving out the slope costs a relative error of order $\nu^{-3}$ in the norm. A core whose phase changes rapidly with energy can make the error large at any moderate $\nu$. Nor can $H$ alone serve as a norm throughout $\nu\le l$: $\Gamma(\nu-l)$ has poles at the integers there, and $H$ is negative for $l-1<\nu<l$.

## A core of finite strength

Take $l=1$ and add a constant attraction of 0.5 hartree inside 2 bohr. This is a model, not an atom. Its lowest level has $\nu=1.58842$ and $E=-0.19817$ hartree, or $-5.392$ eV. The separately evaluated defect is $\mu=0.41158$, and the sum $\nu+\mu$ is 2.

Direct integration of the joined function gives $N=11.9665$ bohr, while $H=14.0356$ bohr. Their ratio is 0.85258. Differentiating $\mu$ at this energy gives $1+d\mu/d\nu=0.85258$ as well. The agreement was tested for every level found up to $\nu=7$, as was the orthogonality of the lowest two states.

Hartree's factor alone gives this state a tail amplitude of 0.3849, against the true 0.4168, both in atomic units. It is 7.7% too small relative to the true amplitude, and the tail density is 14.7% too small.

The error falls quickly up the series:

| $\nu$ | $N/H$ | $\nu^3(N/H-1)$ |
|---|---|---|
| 1.588 | 0.8526 | −0.591 |
| 2.646 | 0.9806 | −0.359 |
| 4.662 | 0.9969 | −0.316 |
| 6.666 | 0.9990 | −0.307 |

By (13) the last column is $d\mu/dE$ in inverse hartree. It settles down, as the $\nu^{-3}$ law requires. The defect falls from 0.412 to 0.334 along the series, so here the slope is negative and $N<H$, opposite to the weak, very small core.

## Integer $\nu$ is not enough

Now deepen the same well until a level with $l=1$ lies at $\nu=2$. This first happens at a depth of 3.4525 hartree, where the level is the second one with $l=1$ and has a node inside the core. Outside 2 bohr, $w$ is the hydrogen $2p$ function, yet $N/H=1.0305$.

The reason follows from the pieces of the norm. Pure hydrogen has $N=H$, and the outer parts are identical. The integral inside the core must therefore exceed hydrogen's inner integral by $0.0305H$. In the language of (13), $\mu$ is an integer at this energy, but its slope is not zero. Hartree's normalisation is exact at integer $\nu$ when the Coulomb field extends to the origin; with a core, the quantity that decides is $d\mu/d\nu$. The remaining levels and digits are in the numerical output.

## Numbers as computed

```
TAIL, nu = 2.3, l = 1
first correction coefficient = -1.138500 bohr
r = 10 bohr: w/leading tail = 0.8746977, 1 + first correction = 0.8861500
r = 20 bohr: w/leading tail = 0.9403272, 1 + first correction = 0.9430750
r = 40 bohr: w/leading tail = 0.9708647, 1 + first correction = 0.9715375
r = 80 bohr: w/leading tail = 0.9856023, 1 + first correction = 0.9857687
INTEGER nu, PURE COULOMB
n = 1, l = 0: integral w^2 dr / H = 1.0000000000
n = 3, l = 1: integral w^2 dr / H = 1.0000000000
n = 4, l = 2: integral w^2 dr / H = 1.0000000000
NONINTEGER nu, l = 0, WHOLE AXIS
nu = 1.5: integral = 2.638388 bohr, H = 2.650719 bohr
  ratio: quadrature 0.99534801, closed form 0.99534801, large-nu law 0.99499648
nu = 2.3: integral = 16.54738 bohr, H = 16.56192 bohr
  ratio: quadrature 0.99912219, closed form 0.99912219, large-nu law 0.99909159
nu = 3.5: integral = 473.3562 bohr, H = 473.5399 bohr
  ratio: quadrature 0.99961223, closed form 0.99961223, large-nu law 0.99960614
nu = 6.5: integral = 2.275896e+07 bohr, H = 2.276035e+07 bohr
  ratio: quadrature 0.99993880, closed form 0.99993880, large-nu law 0.99993851
MODEL CORE, l = 1, radius = 2.0 bohr, depth = 0.5 hartree
nu = 1.5884241, mu = 0.4115759, E = -0.1981696 hartree
  norm = 11.96652 bohr, H = 14.03561 bohr, norm/H = 0.8525828, 1+dmu/dnu = 0.8525828
  tail amplitude (a.u.): Hartree 0.384882, true 0.41683; nu^3(norm/H-1) = -0.59081
nu = 2.6460656, mu = 0.3539344, E = -0.0714116 hartree
  norm = 88.22645 bohr, H = 89.97095 bohr, norm/H = 0.9806104, 1+dmu/dnu = 0.9806104
  tail amplitude (a.u.): Hartree 0.0502649, true 0.0507594; nu^3(norm/H-1) = -0.35923
nu = 3.6577265, mu = 0.3422735, E = -0.0373721 hartree
  norm = 1343.316 bohr, H = 1352.356 bohr, norm/H = 0.9933151, 1+dmu/dnu = 0.9933151
  tail amplitude (a.u.): Hartree 0.0029886, true 0.00299864; nu^3(norm/H-1) = -0.32714
nu = 4.6623434, mu = 0.3376566, E = -0.0230018 hartree
  norm = 33391.63 bohr, H = 33495.94 bohr, norm/H = 0.9968860, 1+dmu/dnu = 0.9968860
  tail amplitude (a.u.): Hartree 0.00010562, true 0.000105785; nu^3(norm/H-1) = -0.31560
nu = 5.6646643, mu = 0.3353357, E = -0.0155819 hartree
  norm = 1213954 bohr, H = 1216028 bohr, norm/H = 0.9982944, 1+dmu/dnu = 0.9982944
  tail amplitude (a.u.): Hartree 2.49048e-06, true 2.49261e-06; nu^3(norm/H-1) = -0.31004
nu = 6.6659998, mu = 0.3340002, E = -0.0112523 hartree
  norm = 6.044506e+07 bohr, H = 6.050776e+07 bohr, norm/H = 0.9989639, 1+dmu/dnu = 0.9989639
  tail amplitude (a.u.): Hartree 4.20605e-08, true 4.20823e-08; nu^3(norm/H-1) = -0.30690
lowest level = -5.39247 eV
CORE TUNED TO nu = 2, l = 1
depth = 3.452509 hartree, norm/H = 1.0305464
```
